# Why Double Alignment Suppresses Backscattering: Two Filters on One Nucleus: test program

```python
"""Double alignment: ions enter a crystal along axis a and are detected along axis b.
Result under test: yield relative to random directions
    chi_ab = <F_a F_b> = chi_a chi_b [1 + s_a s_b (1 + cos^2 theta)/2 + ...]
F(r)   ion flux at distance r from an atomic row (1 = random direction)
chi    thermal average of F;  s = <F r^2>/(2 sigma^2 <F>) - 1
sigma  one-dimensional rms vibration;  theta = angle between the axes
Static continuous rows, ions filling all transverse phase space open to them:
F = -ln(1 - r^2/r0^2), pi r0^2 = area per row, so chi = 2 sigma^2/r0^2 and s = 1
to leading order. A parallel beam need not fill that space and is tracked separately.
The independent road is the tracking of ions through the real row arrangement.
Lengths in nm, energies in eV, angles in rad unless a name says degrees."""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import k0, k1

rng = np.random.default_rng(12)
E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9          # e^2/(4 pi eps0), eV nm
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
Z_ION, Z_ATOM, M_ION, M_ATOM = 2, 14, 4.0026, 28.086
LATTICE, SIGMA, E_IN = 0.5431, 0.0075, 2.0e6
SCREEN = 0.8853 * BOHR * Z_ATOM ** (-1 / 3)
ALPHA, BETA = (0.10, 0.55, 0.35), (6.0, 1.2, 0.3)           # Moliere screening
THETA = np.pi / 4
scatter = np.pi - THETA
K_FACTOR = ((np.sqrt(M_ATOM**2 - (M_ION * np.sin(scatter))**2)
             + M_ION * np.cos(scatter)) / (M_ION + M_ATOM))**2
E_OUT = K_FACTOR * E_IN
Q = 5e-7                    # step of the force table in r^2 (nm^2)
PER_BIN, NBIN, NGROUP = 50, 60, 8
WIDTH = Q * PER_BIN         # width of a flux bin in r^2


class Axis:
    """Rows seen along one crystal axis: rectangular cell with four rows (x, y, height/d)."""
    def __init__(self, energy, d, lx, ly, rows):
        self.energy, self.d, self.lx, self.ly, self.rows = energy, d, lx, ly, rows
        self.area = lx * ly / 4
        self.r0sq = self.area / np.pi
        self.strength = 2 * Z_ION * Z_ATOM * E2 / d
        self.psi1 = np.sqrt(self.strength / energy)
        top = (lx / 2 + 0.06)**2 + (ly / 2 + 0.06)**2
        r = np.sqrt((np.arange(int(top / Q) + 2) + 0.5) * Q)
        slope = sum(a * b * k1(b * r / SCREEN) for a, b in zip(ALPHA, BETA))
        self.push = self.strength * slope / SCREEN / (2 * energy * r)

    def potential(self, r):
        return self.strength * sum(a * k0(b * r / SCREEN) for a, b in zip(ALPHA, BETA))

    def offset(self, x, y, row):
        """Vector from the nearest periodic image of a row."""
        dx, dy = x - row[0], y - row[1]
        dx -= self.lx * np.rint(dx / self.lx)
        dy -= self.ly * np.rint(dy / self.ly)
        return dx, dy

    def landscape(self, x, y):
        return sum(self.potential(np.hypot(*self.offset(x, y, row))) for row in self.rows)


half = LATTICE / np.sqrt(8)
axis_a = Axis(E_IN, LATTICE, 2 * half, 2 * half,
              [(0, 0, 0), (0, half, 0.25), (half, half, 0.5), (half, 0, 0.75)])
axis_b = Axis(E_OUT, LATTICE / np.sqrt(2), 2 * half, LATTICE,
              [(0, 0, 0), (half, 0.75 * LATTICE, 0),
               (half, 0.5 * LATTICE, 0.5), (0, 0.25 * LATTICE, 0.5)])


def fly(x, y, px, py, ax, length, smeared=False, leave_first_atom=False):
    """Track ions; yield (depth, table index of r^2) on arrival at each atom plane."""
    step, z = (0.2 if smeared else ax.d), 0.0
    for n in range(int(length / step)):
        for k, row in enumerate(ax.rows):
            z_next = (n + (0 if smeared else row[2])) * step
            if z_next > z:
                x += px * (z_next - z)
                y += py * (z_next - z)
                z = z_next
            dx, dy = ax.offset(x, y, row)
            index = ((dx * dx + dy * dy) / Q).astype(np.int64)
            yield z, index
            if leave_first_atom and n == 0 and k == 0:
                continue
            if not smeared:                                  # this atom vibrates
                dx += SIGMA * rng.standard_normal(x.size)
                dy += SIGMA * rng.standard_normal(x.size)
                index = ((dx * dx + dy * dy) / Q).astype(np.int64)
            kick = ax.push.take(index) * step
            px += kick * dx
            py += kick * dy


def disc_angles(n, half_angle):
    size, turn = half_angle * np.sqrt(rng.random(n)), 2 * np.pi * rng.random(n)
    return size * np.cos(turn), size * np.sin(turn)


def fill(ax, x, y):
    """Same transverse energies, but random accessible positions and random directions."""
    energy_t = ax.landscape(x, y)
    x, y, speed = np.empty(x.size), np.empty(x.size), np.empty(x.size)
    todo = np.arange(x.size)
    while todo.size:
        tx, ty = ax.lx * rng.random(todo.size), ax.ly * rng.random(todo.size)
        kinetic = energy_t[todo] - ax.landscape(tx, ty)
        ok = kinetic > 0
        done = todo[ok]
        x[done], y[done] = tx[ok], ty[ok]
        speed[done] = np.sqrt(kinetic[ok] / ax.energy)
        todo = todo[~ok]
    turn = 2 * np.pi * rng.random(x.size)
    return x, y, speed * np.cos(turn), speed * np.sin(turn)


def flux(ax, n, window, half_angle=0.0, smeared=False, filled=False):
    """Flux F in bins of r^2, in independent groups of ions, averaged over a depth window."""
    i = np.arange(n)
    if smeared:                # entry points drawn mostly near the row, weighted back
        radius, scale = 0.032, 4 * SIGMA**2
        part = 1 - np.exp(-radius**2 / scale)
        r = np.sqrt(-scale * np.log(1 - part * (i + 0.5) / n))
        weight = np.pi * scale * part * np.exp(r**2 / scale) / (ax.area * n)
    else:
        radius = 0.040
        share = np.pi * radius**2 / ax.area
        r, weight = radius * np.sqrt((i + 0.5) / n), np.full(n, share / n)
    turn = i * np.pi * (3 - np.sqrt(5))
    x, y = r * np.cos(turn), r * np.sin(turn)
    if not smeared:            # ions entering far from every row, needed once atoms vibrate
        ox, oy = (i * 0.7548776662 % 1) * ax.lx, (i * 0.5698402910 % 1) * ax.ly
        keep = np.ones(n, bool)
        for row in ax.rows:
            keep &= np.hypot(*ax.offset(ox, oy, row)) > radius
        m = keep.sum()
        x, y = np.append(x, ox[keep]), np.append(y, oy[keep])
        weight = np.append(weight, np.full(m, (1 - share) / m))
    px, py = disc_angles(x.size, half_angle)
    if filled:
        x, y, px, py = fill(ax, x, y)
    group = np.arange(x.size) % NGROUP
    counts, passes = np.zeros(NGROUP * NBIN), 0
    for z, index in fly(x, y, px, py, ax, window[1], smeared):
        if z >= window[0]:
            near = np.flatnonzero(index < NBIN * PER_BIN)
            counts += np.bincount(group[near] * NBIN + index[near] // PER_BIN,
                                  weight[near], minlength=NGROUP * NBIN)
            passes += 1
    return NGROUP * counts.reshape(NGROUP, NBIN) * 4 * ax.area / (np.pi * WIDTH * passes)


# Thermal displacements of the struck atom: joint distribution of its two row distances
u = SIGMA * rng.standard_normal((1000000, 3))
total = (u**2).sum(axis=1)
ra2 = total - u[:, 2]**2
rb2 = total - (u[:, 0] * np.sin(THETA) + u[:, 2] * np.cos(THETA))**2
bin_a = np.minimum((ra2 / WIDTH).astype(int), NBIN - 1)
bin_b = np.minimum((rb2 / WIDTH).astype(int), NBIN - 1)
joint = np.bincount(bin_a * NBIN + bin_b, minlength=NBIN**2).reshape(NBIN, NBIN) / len(u)
prob_a, prob_b = joint.sum(axis=1), joint.sum(axis=0)
far_a, far_b = ra2 > 4 * SIGMA**2, rb2 > 4 * SIGMA**2
assert (far_a & far_b).mean() > 1.05 * far_a.mean() * far_b.mean()   # positive correlation


def analyse(groups_a, groups_b):
    """Yields, their statistical errors, and the sharpness s of both flux profiles."""
    fa, fb = groups_a.mean(axis=0), groups_b.mean(axis=0)
    q = (np.arange(NBIN) + 0.5) * WIDTH / (2 * SIGMA**2)
    ca, cb, cab = prob_a @ fa, prob_b @ fb, fa @ joint @ fb
    spread = [np.std(v, ddof=1) / np.sqrt(NGROUP) for v in
              (groups_a @ prob_a, groups_b @ prob_b,
               np.einsum("gi,ij,gj->g", groups_a, joint, groups_b))]
    return ca, cb, cab, spread, prob_a @ (fa * q) / ca - 1, prob_b @ (fb * q) / cb - 1


print(f"beam energy {E_IN/1e6:.2f} MeV; exit energy {E_OUT/1e6:.3f} MeV (K = {K_FACTOR:.3f})")
print(f"angle between axes {np.degrees(THETA):.0f} deg; scattering angle {np.degrees(scatter):.0f} deg")
print(f"lattice constant {LATTICE:.4f} nm; vibration sigma {SIGMA:.4f} nm; screening {SCREEN:.4f} nm")
for name, ax in (("in [001]", axis_a), ("out [101]", axis_b)):
    print(f"{name}: spacing d {ax.d:.4f} nm; area per row {ax.area:.5f} nm2; r0 {np.sqrt(ax.r0sq):.4f} nm")
    print(f"{name}: critical angle psi1 {np.degrees(ax.psi1):.3f} deg; U(sigma) {ax.potential(SIGMA):.0f} eV")

# 1. Equilibrium formula: flux is conserved, and the joint Gaussian average is right
chi_a, chi_b = 2 * SIGMA**2 / axis_a.r0sq, 2 * SIGMA**2 / axis_b.r0sq
factor = 1 + (1 + np.cos(THETA)**2) / 2
print("-- equilibrium formulas, static continuous rows")
print(f"chi_a {chi_a:.5f}; chi_b {chi_b:.5f}; product {chi_a*chi_b:.3e}")
print(f"correction factor {factor:.3f}; chi_ab {factor*chi_a*chi_b:.3e}")
assert abs(quad(lambda t: -np.log(1 - t), 0, 1)[0] - 1) < 1e-6
node, wt = np.polynomial.hermite_e.hermegauss(12)
wt = wt / wt.sum()
gx, gy, gz = np.meshgrid(node * SIGMA, node * SIGMA, node * SIGMA, indexing="ij")
w3 = wt[:, None, None] * wt[None, :, None] * wt[None, None, :]
for deg in (45, 90, 180):
    t = np.radians(deg)
    g2 = gx**2 + gy**2 + gz**2
    f_a = -np.log(1 - (g2 - gz**2) / axis_a.r0sq)
    f_b = -np.log(1 - (g2 - (gx * np.sin(t) + gz * np.cos(t))**2) / axis_b.r0sq)
    log_ratio = (w3 * f_a * f_b).sum() / ((w3 * f_a).sum() * (w3 * f_b).sum())
    print(f"factor with full logarithm, axes at {deg} deg: {log_ratio:.3f}")
    assert abs(log_ratio / (1 + (1 + np.cos(t)**2) / 2) - 1) < 0.03

# 2. Trajectories in static continuous rows: filled phase space, then a parallel beam
#    (tolerances of the filled case cover the counting noise of a few per cent)
static = {}
for name, window, filled in (("filled phase space", (0, 600), True),
                             ("parallel beam", (300, 900), False)):
    c = analyse(flux(axis_a, 2500, window, smeared=True, filled=filled),
                flux(axis_b, 2500, window, smeared=True, filled=filled))
    static[name] = (c[0] / chi_a, c[1] / chi_b, c[2] / (c[0] * c[1]))
    print(f"-- trajectories, static continuous rows, {name}, path {window[0]} to {window[1]} nm")
    print(f"chi_a {c[0]:.5f} +- {c[3][0]:.5f}; chi_b {c[1]:.5f} +- {c[3][1]:.5f}")
    print(f"relative to formula: a {static[name][0]:.2f}; b {static[name][1]:.2f}")
    print(f"chi_ab {c[2]:.2e} +- {c[3][2]:.1e}; factor {static[name][2]:.2f}")
    print(f"sharpness s_a {c[4]:.2f}; s_b {c[5]:.2f}")
full, beam = static["filled phase space"], static["parallel beam"]
assert abs(full[0] - 1) < 0.12 and abs(full[1] - 1) < 0.12
assert abs(full[2] / factor - 1) < 0.08
# A parallel beam may fill phase space incompletely: only the scale is claimed for chi
assert 0.5 < beam[0] < 2 and 0.5 < beam[1] < 2
assert abs(beam[2] / factor - 1) < 0.12

# 3. Discrete vibrating atoms; the exit path is longer than the depth
depth = np.array([100.0, 300.0])
path_b = depth / np.cos(THETA)
flux_a = flux(axis_a, 5000, depth)
real = analyse(flux_a, flux(axis_b, 5000, path_b))
real_factor = real[2] / (real[0] * real[1])
predicted = 1 + real[4] * real[5] * (1 + np.cos(THETA)**2) / 2
print("-- trajectories, discrete vibrating atoms, parallel beam")
print(f"depth window {depth[0]:.0f} to {depth[1]:.0f} nm; exit path {path_b[0]:.0f} to {path_b[1]:.0f} nm")
print(f"chi_a {real[0]:.4f} +- {real[3][0]:.4f}; chi_b {real[1]:.4f} +- {real[3][1]:.4f}")
print(f"product {real[0]*real[1]:.2e}; chi_ab {real[2]:.2e} +- {real[3][2]:.1e}")
print(f"sharpness s_a {real[4]:.2f}; s_b {real[5]:.2f}")
print(f"factor from full average {real_factor:.3f}; from s_a, s_b {predicted:.3f}")
print(f"suppression: single (a) {1/real[0]:.0f} times; double {1/real[2]:.0f} times")
assert abs(real_factor / predicted - 1) < 0.05
assert 1 < real_factor < factor
assert real[0] > chi_a and real[1] > chi_b

# 4. Blocking equals channelling of the reversed beam: emission against incidence
accept, widest, shallow = np.radians(0.4), np.radians(1.5), (30, 70)
n_emit = 50000
x, y = SIGMA * rng.standard_normal((2, n_emit))
px, py = disc_angles(n_emit, widest)
caught = [np.mean(px**2 + py**2 < accept**2)
          for z, _ in fly(x, y, px, py, axis_b, shallow[1], leave_first_atom=True)
          if z >= shallow[0]]
emitted = np.mean(caught) * (widest / accept)**2
reverse = prob_b @ flux(axis_b, 10000, shallow, accept).mean(axis=0)
print("-- blocking against reversed channelling, [101], half-angle 0.4 deg, path 30 to 70 nm")
print(f"emission yield {emitted:.4f}; reversed-beam yield {reverse:.4f}")
assert abs(emitted / reverse - 1) < 0.25      # a few hundred independent counts

# 5. Detector acceptance
narrow = analyse(flux_a, flux(axis_b, 1200, path_b, np.radians(0.2)))
wide = analyse(flux_a, flux(axis_b, 1200, path_b, np.radians(2.0)))
print("-- detector half-angle")
print(f"0.2 deg: chi_b {narrow[1]:.4f}; chi_ab {narrow[2]:.2e}")
print(f"2.0 deg: chi_b {wide[1]:.3f}; chi_ab {wide[2]:.2e}")
assert 0.7 < wide[1] < 1.15 and narrow[1] < 0.2 * wide[1]

# 6. Neglected electrons: upper estimate of the transverse energy gained
mass_ratio = const.m_e / (M_ION * const.atomic_mass)


def stopping(energy):          # Bethe formula, mean excitation energy 10 eV per electron
    mv2 = 2 * energy * mass_ratio
    density = Z_ATOM * 8 / LATTICE**3
    return 4 * np.pi * Z_ION**2 * E2**2 * density / mv2 * np.log(2 * mv2 / (10 * Z_ATOM))


loss_a, loss_b = stopping(E_IN) * depth[1], stopping(E_OUT) * path_b[1]
print("-- electrons (neglected), deepest point of the window")
print(f"energy loss in {loss_a/1e3:.0f} keV; out {loss_b/1e3:.0f} keV")
print(f"transverse energy gain at most: in {loss_a*mass_ratio:.0f} eV; out {loss_b*mass_ratio:.0f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
beam energy 2.00 MeV; exit energy 1.225 MeV (K = 0.612)
angle between axes 45 deg; scattering angle 135 deg
lattice constant 0.5431 nm; vibration sigma 0.0075 nm; screening 0.0194 nm
in [001]: spacing d 0.5431 nm; area per row 0.03687 nm2; r0 0.1083 nm
in [001]: critical angle psi1 0.494 deg; U(sigma) 201 eV
out [101]: spacing d 0.3840 nm; area per row 0.05214 nm2; r0 0.1288 nm
out [101]: critical angle psi1 0.750 deg; U(sigma) 284 eV
-- equilibrium formulas, static continuous rows
chi_a 0.00959; chi_b 0.00678; product 6.498e-05
correction factor 1.750; chi_ab 1.137e-04
factor with full logarithm, axes at 45 deg: 1.763
factor with full logarithm, axes at 90 deg: 1.508
factor with full logarithm, axes at 180 deg: 2.017
-- trajectories, static continuous rows, filled phase space, path 0 to 600 nm
chi_a 0.00956 +- 0.00019; chi_b 0.00647 +- 0.00011
relative to formula: a 1.00; b 0.95
chi_ab 1.07e-04 +- 2.5e-06; factor 1.73
sharpness s_a 0.99; s_b 0.99
-- trajectories, static continuous rows, parallel beam, path 300 to 900 nm
chi_a 0.01492 +- 0.00015; chi_b 0.00900 +- 0.00011
relative to formula: a 1.56; b 1.33
chi_ab 2.30e-04 +- 3.8e-06; factor 1.71
sharpness s_a 0.98; s_b 0.98
-- trajectories, discrete vibrating atoms, parallel beam
depth window 100 to 300 nm; exit path 141 to 424 nm
chi_a 0.0289 +- 0.0008; chi_b 0.0208 +- 0.0003
product 6.02e-04; chi_ab 6.58e-04 +- 2.1e-05
sharpness s_a 0.39; s_b 0.32
factor from full average 1.093; from s_a, s_b 1.094
suppression: single (a) 35 times; double 1521 times
-- blocking against reversed channelling, [101], half-angle 0.4 deg, path 30 to 70 nm
emission yield 0.0299; reversed-beam yield 0.0305
-- detector half-angle
0.2 deg: chi_b 0.0226; chi_ab 7.24e-04
2.0 deg: chi_b 0.866; chi_ab 2.52e-02
-- electrons (neglected), deepest point of the window
energy loss in 82 keV; out 144 keV
transverse energy gain at most: in 11 eV; out 20 eV
ALL CHECKS PASSED
```
